# Thermal Onset of Negative Differential Resistance in a Threshold Switch

## A case that can be seen through

A resistor is warmed by its own current, and its resistance falls as it warms. Let it have one temperature $T$ throughout, let the surroundings be at $T_0$, and let heat leave at the rate $G(T-T_0)$, with $G$ a constant thermal conductance. Suppose first that the resistance falls by a factor $e$ for each rise $\Theta$ in temperature:

$$R=R_a e^{-u},\qquad u=\frac{T-T_0}{\Theta},$$

where $R_a$ is the resistance at $T_0$. In a steady state the electrical power equals the heat loss. The power is $V^2/R$ or, equally, $I^2R$, so

$$V^2=G\Theta R_a\,u e^{-u},\qquad I^2=\frac{G\Theta}{R_a}\,u e^{u}.$$

The current rises with $u$ without limit. The voltage does not, because

$$\frac{d}{du}\left(ue^{-u}\right)=(1-u)e^{-u}$$

changes sign at $u=1$. Up to a heating of $\Theta$, more current needs more voltage. Beyond it, the resistance falls faster than the current rises, and more current needs less voltage. This is negative differential resistance, $dV/dI<0$, and its onset is the voltage maximum at $T-T_0=\Theta$.

Thermally activated resistance behaves in this way near $T_0$. Let

$$R(T)=R_a\exp\left[\frac{E}{k}\left(\frac1T-\frac1{T_0}\right)\right],\tag{1}$$

with a constant activation energy $E>0$ and Boltzmann's constant $k$. Since

$$\frac1T-\frac1{T_0}=-\frac{T-T_0}{TT_0}\approx-\frac{T-T_0}{T_0^2}$$

for small heating, the special case has $\Theta=kT_0^2/E$, and its onset is at $E(T-T_0)/(kT_0^2)=1$. In this onset condition the full law (1) replaces $T_0^2$ by $T^2$, as shown below. That small change has a large consequence: the onset then exists only if $E$ is big enough.

## First derivation: the characteristic with temperature as parameter

The element is taken to be ohmic at fixed temperature: $V=IR(T)$, with no direct dependence of $R$ on voltage. The current is changed so slowly that the heat balance holds at every moment:

$$I^2R(T)=G(T-T_0).\tag{2}$$

For a given $I>0$ this has one solution. The left side is positive at $T_0$ and falls as $T$ rises, while the right side starts at zero and rises without bound, so they cross once. Each current therefore belongs to one state. The same need not be true of each voltage.

From (2) and $V=IR$,

$$V^2=G(T-T_0)R(T),\qquad I^2=\frac{G(T-T_0)}{R(T)}.\tag{3}$$

Equation (1) gives

$$\frac{d\ln R}{dT}=\frac Ek\frac{d}{dT}\frac1T=-\frac{E}{kT^2}.$$

Take the logarithm of each relation in (3) and differentiate:

$$2\frac{d\ln V}{dT}=\frac1{T-T_0}-\frac{E}{kT^2}=\frac{1-x}{T-T_0},$$

$$2\frac{d\ln I}{dT}=\frac1{T-T_0}+\frac{E}{kT^2}=\frac{1+x}{T-T_0},$$

with

$$x=\frac{E(T-T_0)}{kT^2}.\tag{4}$$

The second of these expressions is positive for all $T>T_0$, so we may divide the first by it:

$$\frac{d\ln V}{d\ln I}=\frac{1-x}{1+x}.$$

Because $d\ln V/d\ln I=(I/V)\,dV/dI$ and $V/I=R$,

$$\boxed{\frac{dV}{dI}=R\,\frac{1-x}{1+x}}\tag{5}$$

The slope is zero at $x=1$ and negative where $x>1$. At vanishing current $x\to0$ and the slope is the ordinary resistance $R_a$.

### When the onset exists

Multiply $x=1$ by $T^2$:

$$T^2-\frac EkT+\frac EkT_0=0,\qquad T_\pm=\frac{E}{2k}\left[1\pm\sqrt{1-\frac{4kT_0}{E}}\right].\tag{6}$$

For $E>4kT_0$ there are two real roots, and

$$1-x=\frac{(T-T_-)(T-T_+)}{T^2}.$$

The slope is thus positive below $T_-$, negative between the roots and positive again above $T_+$. The onset is the lower root, a voltage maximum; the upper root is a voltage minimum.

The limit on $E$ can be read from $x$ itself. With $s=T_0/T$,

$$x=\frac{E}{kT_0}s(1-s)=\frac{E}{4kT_0}\left[1-(1-2s)^2\right].$$

The largest value is $E/(4kT_0)$, at $T=2T_0$. If $E<4kT_0$, $x$ never reaches 1 and the slope stays positive. If $E=4kT_0$, the slope touches zero at $2T_0$ without changing sign. So $x=1$ marks an onset of negative slope only under the condition $E>4kT_0$.

This was tested by solving (2) for 400 currents, covering temperatures from $1.01T_0$ to $6T_0$. For $E/(kT_0)=3.9$ and $4.0$ the voltage never fell from one current to the next; for $4.1$ it did. For $E/(kT_0)=5$, a search for the voltage extrema found the maximum at $1.382\,T_0$ and the minimum at $3.618\,T_0$, in agreement with $T_\pm/T_0=2.5\,(1\pm\sqrt{0.2})$.

### Strong activation

Let $\epsilon=kT_0/E$ be small. The expansion

$$\sqrt{1-4\epsilon}=1-2\epsilon-2\epsilon^2-4\epsilon^3-10\epsilon^4-\dots$$

put into $T_-/T_0=(1-\sqrt{1-4\epsilon})/(2\epsilon)$ gives

$$T_--T_0=\frac{kT_0^2}{E}\left(1+2\epsilon+5\epsilon^2+\dots\right).\tag{7}$$

The leading term is the opening special case. The corrections are positive: at a higher temperature the logarithmic fall of resistance per kelvin, $E/(kT^2)$, is weaker, so more heating is needed.

### Threshold voltage

At the onset $E(T_--T_0)/k=T_-^2$. The exponent in (1) becomes

$$\frac Ek\left(\frac1{T_-}-\frac1{T_0}\right)=-\frac{E(T_--T_0)}{kT_-T_0}=-\frac{T_-}{T_0}.$$

Hence

$$\frac{R_a}{R(T_-)}=e^{T_-/T_0},\qquad V_{th}^2=G(T_--T_0)R_a\,e^{-T_-/T_0}.\tag{8}$$

The roots of (6) have sum $E/k$ and product $ET_0/k$, so $1/T_-+1/T_+=1/T_0$. As $T_-<T_+$, it follows that $T_0<T_-<2T_0$. In this model the resistance has therefore dropped by a factor between $e$ and $e^2$ when the voltage peaks, whatever the values of $R_a$ and $G$.

## Second derivation: thermal feedback

Now ask how a state answers a small disturbance of its temperature. With heat capacity $C$,

$$C\frac{dT}{dt}=P-G(T-T_0),\tag{9}$$

where $P$ is the electrical power. How $P$ responds to temperature depends on what the source holds fixed.

At fixed voltage $P=V^2/R$. A rise in temperature lowers $R$ and raises the power:

$$\left(\frac{\partial P}{\partial T}\right)_V=-P\frac{d\ln R}{dT}=P\frac{E}{kT^2}=Gx.$$

The last step uses the steady value $P=G(T-T_0)$. So $x$ is a feedback gain: the extra heating caused by one kelvin, divided by the extra cooling $G$ caused by the same kelvin. At fixed current $P=I^2R$, and the sign is reversed: $(\partial P/\partial T)_I=-Gx$.

A small disturbance varies as $e^{\lambda t}$. With $\tau=C/G$, equation (9) gives

$$\lambda_V=\frac{x-1}{\tau},\qquad \lambda_I=-\frac{x+1}{\tau}.\tag{10}$$

At fixed voltage the state is lost when $x$ passes 1; at fixed current every disturbance decays.

To reach the slope, compare neighbouring steady states. A change $dV$ at fixed $T$ changes $P=V^2/R$ by $2V\,dV/R=2I\,dV$. A change $dT$ at fixed $V$ changes the net heating by $G(x-1)\,dT$. For the new state to be steady as well, the two must cancel:

$$2I\,dV+G(x-1)\,dT=0,\qquad dV=\frac{G(1-x)}{2I}\,dT.$$

In terms of current, $P=I^2R$ changes by $2IR\,dI$ at fixed $T$, and

$$2IR\,dI-G(x+1)\,dT=0,\qquad dI=\frac{G(1+x)}{2IR}\,dT.$$

The ratio is

$$\frac{dV}{dI}=R\,\frac{1-x}{1+x}=R\,\frac{\lambda_V}{\lambda_I},$$

which is (5) again. The slope vanishes at $x=1$ because there a temperature change pays for itself: at unchanged voltage, the added heating equals the added cooling.

### A series resistor

Let a source of fixed voltage $V_s$ feed the element through a resistor $R_s$ whose value does not change. Then $P=V_s^2R/(R+R_s)^2$ and

$$\frac{d\ln P}{dR}=\frac1R-\frac2{R+R_s}=-\frac{R-R_s}{R(R+R_s)}.$$

Multiplication by $dR/dT=-RE/(kT^2)$ and by $P=G(T-T_0)$ gives $dP/dT=Gx(R-R_s)/(R+R_s)$, so

$$\lambda\tau=-1+x\,\frac{R-R_s}{R+R_s}.\tag{11}$$

Stability, $\lambda<0$, requires $x(R-R_s)<R+R_s$, or

$$R_s>R\,\frac{x-1}{x+1}=-\frac{dV}{dI}.$$

A state of negative slope is stable against small disturbances if the series resistor exceeds the size of that slope. Other steady states may still exist at the same $V_s$. The source voltage $V_s=V+IR_s$ rises steadily with $I$, and each $V_s$ has a single state, only when $R_s$ exceeds the largest size of the negative slope on the whole characteristic. This presumes that no capacitance or inductance delays the circuit.

## A numerical case

Take round model values, standing for no particular material: $E=0.30$ eV, $T_0=300$ K, $R_a=100$ kΩ, $G=10$ µW/K and $C=10$ nJ/K. Then $\tau=1.00$ ms and $E/k=3481.4$ K. The least activation energy for an onset is $4kT_0=0.1034$ eV, so the condition is met. Equation (6) gives

$$T_-=1740.7\left[1-\sqrt{1-\frac{1200}{3481.4}}\right]\text{K}=331.6\ \text{K}.$$

The heating at onset is 31.58 K. The leading term of (7) gives 25.85 K, which is 18% below this value; with the term $2\epsilon$ it gives 30.31 K, 4% below.

As $T_-/T_0=1.1053$, the resistance has fallen by $e^{1.1053}=3.020$, to 33.11 kΩ. With $GR_a=1$ V²/K, equation (8) gives

$$V_{th}=\sqrt{31.58/3.020}\ \text{V}=3.234\ \text{V},$$

$$I_{th}=\frac{3.234\ \text{V}}{33.11\ \text{kΩ}}=0.0977\ \text{mA}.$$

The power is 0.316 mW. A search for the largest voltage along the characteristic, with (2) solved numerically at each imposed current, gave the same 331.58 K and 3.2338 V.

States on both sides of the onset are:

| $T$ (K) | $x$ | $I$ (mA) | $V$ (V) | $dV/dI$ (kΩ) |
|---|---|---|---|---|
| 310 | 0.362 | 0.0381 | 2.6225 | 32.196 |
| 320 | 0.680 | 0.0643 | 3.1119 | 9.224 |
| 350 | 1.421 | 0.1620 | 3.0867 | −3.313 |
| 400 | 2.176 | 0.4266 | 2.3444 | −2.035 |
| 500 | 2.785 | 1.4404 | 1.3885 | −0.455 |

The slopes were found by finite differences of the computed voltage and agree with (5). At 400 K, for instance, $R=5.496$ kΩ and $5.496\times(-1.176)/3.176=-2.035$ kΩ. The negative slope is largest in size near 356 K, at about 3.4 kΩ. At 500 K it is much smaller although $x$ has grown, because the factor $R$ has fallen from 19.06 kΩ at 350 K to 0.96 kΩ.

The 400 K state has $\lambda_V\tau=1.176$ and $\lambda_I\tau=-3.176$. It needs a series resistor above 2.035 kΩ. Equation (9) was integrated from a start 0.1 K too warm, with $V_s$ chosen each time so that 400 K is a steady state. With $R_s$ at 1.3 times the critical value, the deviation after $40\tau$ was $7\times10^{-6}$ K. This resistor, 2.65 kΩ, is still below 3.4 kΩ, so the same source also has a stable state at 329.5 K and an unstable one at 363.5 K; started from $T_0$, the element settles at 329.5 K and not at 400 K. With 0.7 times that value, the element had moved 44 K away, to a hotter steady state.

### Just below and just above threshold

At fixed voltage $0.99V_{th}$, starting from $T_0$, the element settles at 325.1 K. At $1.01V_{th}$ it passes 600 K after 31.5 ms, more than thirty thermal times. The long delay follows from the near balance at the onset. Write $\Delta=T_--T_0$, $\delta=T-T_-$ and $V^2=V_{th}^2(1+\eta)$. At $T_-$ the heating curve $V_{th}^2/R$ has the value $G\Delta$ and the slope $G$. Its second derivative is

$$G\Delta\left[\left(\frac{E}{kT_-^2}\right)^2-\frac{2E}{kT_-^3}\right]=G\left(\frac1\Delta-\frac2{T_-}\right),$$

since $E/(kT_-^2)=1/\Delta$. In (9) the linear terms cancel. To leading order in $\eta$, without the small product $\eta\delta$,

$$\tau\frac{d\delta}{dt}=\eta\Delta+\frac{c}{2\Delta}\delta^2,\qquad c=1-\frac{2\Delta}{T_-}=0.81.$$

For $\eta<0$ there is a stable state at $\delta=-\Delta\sqrt{2|\eta|/c}$. With $\eta=0.99^2-1=-0.0199$ this is $-7.0$ K, against the computed $-6.4$ K. For $\eta>0$ no steady state remains nearby. Since $\int_{-\infty}^{\infty}d\delta/(a+b\delta^2)=\pi/\sqrt{ab}$, the passage takes about

$$t\approx\frac{\pi\tau}{\sqrt{\eta c/2}}.$$

With $\eta=0.0201$ this is 35 ms, about 10% more than the integrated 31.5 ms. The delay grows as $\eta^{-1/2}$ when the threshold is approached from above.

Under a stiff voltage source above $V_{th}$, the model's next steady state lies far beyond $T_+=3150$ K, near $10^6$ K at $1.01V_{th}$. Such a state has no physical meaning for a solid device with constant $E$ and $G$. What ends the rise in practice lies outside the model, unless a series resistor limits the power first.

## What each derivation assumes

Both derivations need a uniform temperature, a resistance that depends on temperature alone, and a steady heat balance. Neither result (5) nor the onset temperature contains $C$. If the current is changed much faster than $\tau$, the temperature stays put and the slope is $R>0$; the negative slope belongs to slow changes.

The first derivation uses the steady states alone. For the slope at one state it needs $R(T)$ and the heat loss only near that state. With both functions known from $T_0$ upward, it also gives the roots, the existence condition and the threshold voltage. It says nothing about stability.

The second needs only local quantities at one state: the resistance and its logarithmic slope, the power, and the slope of the heat loss. It adds the heat capacity and the circuit, and gives stability and growth rates. It also shows where linear cooling enters. For a general loss $W(T)$ the feedback gain is $(W/W')\,E/(kT^2)$, with $W'=dW/dT$, and linear cooling is the case $W/W'=T-T_0$.

## Beside real threshold switches

Electrothermal switching of this kind is discussed for thin oxide films such as niobium dioxide, where activation energies of a few tenths of an electronvolt are reasonable. The heat capacity chosen here is far from typical of them. At roughly 3 MJ/(m³ K) for a dense solid, 10 nJ/K means a cube about 15 µm wide; a submicrometre switch has a far smaller $C$ and, at the same $G$, a proportionally shorter $\tau$. The onset does not depend on this.

The assumption most exposed is that of ohmic conduction, since strong fields can lower the activation energy. Let $R$ depend on $V$ too, with $m=-(\partial\ln R/\partial\ln V)_T>0$. Differentiating $V^2=G(T-T_0)R(T,V)$ gives

$$(2+m)\,d\ln V=\frac{1-x}{T-T_0}\,dT,$$

so the voltage maximum stays at $x=1$, with $E$ now defined by $(\partial\ln R/\partial T)_V=-E/(kT^2)$ at the threshold voltage; it equals the lowered barrier when the prefactor of $R$ does not depend on temperature. Suppose the field lowers it by 0.05 eV, to 0.25 eV, with the prefactor of $R$ unchanged. Then (6) gives an onset at 340 K, and the heating rises from 32 to 40 K. The resistance there is $R_ae^{-3.067}=4.7$ kΩ, and $V_{th}$ falls from 3.2 V to about 1.4 V. In this example the onset temperature moves by only 8 K, while the threshold voltage falls by more than half. A stronger lowering would move both further, as long as the activation energy at threshold stays above $4kT_0=0.103$ eV; below that there is no onset. If the current gathers in a filament, uniform temperature fails as well: $T$, $R$ and $G$ would have to describe the filament, and the values for the whole element no longer apply.

The values of the onset, the table, the sweeps and the time integrations are collected in the numerical output below.

## Values computed for the example and the checks

```
activation energy E = 0.30 eV
ambient temperature T0 = 300 K
ambient resistance R_a = 100 kOhm
thermal conductance G = 10 uW/K
heat capacity C = 10 nJ/K
thermal time tau = C/G = 1.00 ms
E/k = 3481.4 K
smallest E for onset, 4kT0 = 0.1034 eV
largest x, E/(4kT0) = 2.901 at T = 600 K
onset temperature, formula = 331.58 K
onset temperature, swept maximum = 331.58 K
upper root (formal end) = 3150 K
onset heating T-T0 = 31.58 K
first-order estimate kT0^2/E = 25.85 K
second-order estimate = 30.31 K
series: numerical third coefficient = 5.014
onset power = 0.3158 mW
onset resistance = 33.11 kOhm
R(T0)/R(onset) = 3.020
T_onset/T0 = 1.1053
threshold voltage, formula = 3.2338 V
threshold voltage, swept maximum = 3.2338 V
threshold current = 0.0977 mA
states: T (K), x, R (kOhm), I (mA), V (V), dV/dI (kOhm)
  310  0.362  68.774  0.0381  2.6225  32.196
  320  0.680  48.419  0.0643  3.1119  9.224
  350  1.421  19.056  0.1620  3.0867  -3.313
  400  2.176  5.496  0.4266  2.3444  -2.035
  500  2.785  0.964  1.4404  1.3885  -0.455
E/(kT0) = 3.9: voltage falls somewhere in sweep: False
E/(kT0) = 4.0: voltage falls somewhere in sweep: False
E/(kT0) = 4.1: voltage falls somewhere in sweep: True
E/(kT0) = 5: voltage maximum at T/T0 = 1.382
E/(kT0) = 5: voltage minimum at T/T0 = 3.618
400 K, fixed voltage: growth rate*tau = 1.176
400 K, fixed current: growth rate*tau = -3.176
400 K, critical series resistor = 2.035 kOhm
Rs = 0.7 critical, start +0.1 K, after 40 tau: T-400 K = 44 K
Rs = 1.3 critical, start +0.1 K, after 40 tau: T-400 K = 7.3e-06 K
0.99 V_th: settles at T = 325.14 K
1.01 V_th: reaches 600 K after 31.5 ms
```
